# Dispersion of a Precursor Pulse in Laminar Tube Flow: test program

```python
"""Dispersion of a dilute pulse in laminar flow through a circular tube.

Result under test: at long times the axial variance of the cross-section
average grows at the rate 2*D_eff, D_eff = D*(1 + Pe**2/48), Pe = U*a/D.
a: tube radius, U: mean speed, D: molecular diffusivity, inert wall.
For a pulse initially uniform over the cross-section the variance is
2*D_eff*t - a**2*Pe**2/360 plus the initial variance, at long times.
Reduced units in the tests: length a, time a**2/D (tau = D*t/a**2).
The radial variable s = (r/a)**2 has uniform area weight on [0, 1].
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre
from scipy import constants
from scipy.linalg import expm
from scipy.special import jn_zeros

# Radial transport operator in an orthonormal Legendre basis (weak form,
# which contains the zero-flux wall condition).
n_basis = 20
x, w = legendre.leggauss(40)
s = (x + 1) / 2
weight = w / 2
norm = np.sqrt(2 * np.arange(n_basis) + 1)
basis = norm[:, None] * legendre.legvander(x, n_basis - 1).T
slope = 2 * norm[:, None] * legendre.legval(
    x, legendre.legder(np.eye(n_basis)))
radial = -4 * (slope * (s * weight)) @ slope.T
shear = (basis * ((1 - 2 * s) * weight)) @ basis.T


def generator(k, pe):
    """Evolution matrix of the Fourier amplitude at axial wavenumber k."""
    return radial - 1j * k * pe * shear - k**2 * np.eye(n_basis)


def characteristic(k, pe, tau):
    """Fourier transform of the area-averaged, initially sharp pulse."""
    return expm(tau * generator(k, pe))[0, 0]


def numerical_variance(pe, tau):
    """Variance from the curvature of the characteristic function at k=0."""
    k = 0.03 / np.sqrt(2 * tau * (1 + pe**2 / 48))
    return -2 * np.log(abs(characteristic(k, pe, tau))) / k**2


alpha = jn_zeros(1, 200)


def series_variance(pe, tau):
    """Derived variance at any time for a cross-sectionally uniform start."""
    decay = 1 - np.exp(-alpha**2 * tau)
    return (2 * tau * (1 + pe**2 / 48)
            - 128 * pe**2 * np.sum(decay / alpha**8))


# Velocity profile: finite-volume force balance with no slip at the wall.
n_r = 200
h = 1 / n_r
r_mid = (np.arange(n_r) + 0.5) * h
balance = np.zeros((n_r, n_r))
for i in range(n_r):
    inner = i * h / (r_mid[i] * h**2)
    outer = (i + 1) * h / (r_mid[i] * h**2)
    if i > 0:
        balance[i, i - 1] = inner
    if i < n_r - 1:
        balance[i, i + 1] = outer
    else:
        outer *= 2
    balance[i, i] = -inner - outer
flow = np.linalg.solve(balance, -np.ones(n_r))
flow /= np.sum(flow * r_mid) / np.sum(r_mid)
flow_error = np.max(abs(flow - 2 * (1 - r_mid**2)))
assert flow_error < 1e-3

# Long-time first moment: integrate the radial equation symbolically.
rho, q = sp.symbols("rho q", positive=True)
v_sym = 1 - 2 * rho**2
flux = -sp.integrate((q * v_sym.subs(rho, q)), (q, 0, rho)) / rho
assert sp.simplify(flux.subs(rho, 1)) == 0
f_sym = sp.integrate(sp.expand(flux), rho)
f_sym -= sp.integrate(2 * rho * f_sym, (rho, 0, 1))
f_claim = sp.Rational(1, 12) - rho**2 / 4 + rho**4 / 8
assert sp.expand(f_sym - f_claim) == 0
shear_coeff = sp.integrate(sp.expand(2 * rho * v_sym * f_sym), (rho, 0, 1))
f_square = sp.integrate(sp.expand(2 * rho * f_sym**2), (rho, 0, 1))
assert shear_coeff == sp.Rational(1, 48)
assert f_square == sp.Rational(1, 720)
assert abs(64 * np.sum(alpha**-8.0) - float(f_square)) < 1e-10

# Relaxation rates and velocity projections of the radial modes.
rates, modes = np.linalg.eigh(-radial)
assert np.allclose(rates[1:5], alpha[:4]**2, rtol=1e-6)
projection = abs(modes[:, 1:5].T @ shear[:, 0])
assert np.allclose(projection, 8 / alpha[:4]**2, rtol=1e-6)

# Slowest eigenvalue at small wavenumber: extract the shear coefficient.
inverse_coeff = []
for pe in (1.0, 10.0, 200.0):
    k = 0.1 / pe
    slowest = np.max(np.linalg.eigvals(generator(k, pe)).real)
    inverse_coeff.append(pe**2 / (-slowest / k**2 - 1))
assert np.allclose(inverse_coeff, 48, rtol=2e-3)

# Variance at all times, including the early quadratic growth.
pe_test = 200.0
taus = (0.01, 0.05, 0.2, 1.0, 5.0)
variances = [numerical_variance(pe_test, t) for t in taus]
for t, var in zip(taus, variances):
    assert abs(var / series_variance(pe_test, t) - 1) < 1e-3
tau_early = 1e-3
early_ratio = ((numerical_variance(pe_test, tau_early) - 2 * tau_early)
               / (pe_test**2 * tau_early**2 / 3))
assert abs(early_ratio - 1) < 0.02

# Random walk in the tube with specular-like radial reflection.
rng = np.random.default_rng(7)
n_walk, n_step, tau_walk = 30000, 1000, 1.0
dt = tau_walk / n_step
radius = np.sqrt(rng.random(n_walk))
pos = np.array([radius, np.zeros(n_walk)])
shift = np.zeros(n_walk)
for _ in range(n_step):
    shift += pe_test * (1 - 2 * np.sum(pos**2, axis=0)) * dt
    pos += np.sqrt(2 * dt) * rng.standard_normal(pos.shape)
    dist = np.sqrt(np.sum(pos**2, axis=0))
    pos *= np.where(dist > 1, (2 - dist) / dist, 1.0)
shift += np.sqrt(2 * tau_walk) * rng.standard_normal(n_walk)
walk_var = np.var(shift)
walk_ref = series_variance(pe_test, tau_walk)
# Sampling error is about 1 percent; the finite step adds a small bias.
assert abs(walk_var / walk_ref - 1) < 0.05
assert abs(np.mean(shift)) < 0.05 * np.sqrt(walk_ref)


def gaussian_deviation(pe, tau):
    """Largest profile difference from the Gaussian, relative to its peak."""
    sigma = np.sqrt(2 * tau * (1 + pe**2 / 48))
    y = np.linspace(0, 7, 71)
    phi = np.array([characteristic(yk / sigma, pe, tau) for yk in y])
    z = np.linspace(-5, 5, 201)
    wave = (phi[None, :] * np.exp(1j * np.outer(z, y))).real
    step = y[1] - y[0]
    profile = step * (wave.sum(axis=1) - (wave[:, 0] + wave[:, -1]) / 2)
    profile /= np.pi
    gauss = np.exp(-z**2 / 2) / np.sqrt(2 * np.pi)
    return np.max(abs(profile - gauss)) / gauss.max()


shape_taus = (5.0, 20.0, 80.0)
deviations = [gaussian_deviation(pe_test, t) for t in shape_taus]
assert deviations[0] < 0.06
assert deviations[1] < 0.6 * deviations[0]
assert deviations[2] < 0.6 * deviations[1]

print("Tests in reduced units")
print(f"velocity profile, largest error / U: {flow_error:.1e}")
print(f"shear coefficient <v f>/U: {shear_coeff}; <f^2>: {f_square}")
print(f"first zero of J1: {alpha[0]:.4f}; its square: {alpha[0]**2:.3f}")
for pe, value in zip((1, 10, 200), inverse_coeff):
    print(f"Pe = {pe}: number replacing 48, from eigenvalue: {value:.3f}")
print(f"early shear variance / (U^2 t^2/3), tau=0.001: {early_ratio:.4f}")
for t, var in zip(taus, variances):
    ratio = var / (2 * t * (1 + pe_test**2 / 48))
    print(f"Pe=200, tau={t}: variance / (2 D_eff t) = {ratio:.4f}")
print(f"random walk: {n_walk} walkers, {n_step} steps, tau={tau_walk}")
print(f"random-walk variance / derived variance: {walk_var/walk_ref:.3f}")
for t, dev in zip(shape_taus, deviations):
    print(f"Pe=200, tau={t:g}: deviation from Gaussian / peak = {dev:.4f}")
print(f"Pe at which both terms are equal: {np.sqrt(1/float(shear_coeff)):.3f}")

# Worked example: round model parameters, lengths in angstrom.
a, length, plug = 2e7, 2e10, 1e9
ang = constants.angstrom
print(f"radius: {a:.1e} A; length: {length:.1e} A; plug: {plug:.1e} A")
for label, D, U in (("dense", 1e15, 1e10), ("low-p", 1e18, 1e11)):
    pe = U * a / D
    t = length / U
    tau = D * t / a**2
    relax = a**2 / (alpha[0]**2 * D)
    D_eff = D * (1 + pe**2 / 48)
    var = plug**2 / 12 + 2 * D_eff * t - a**2 * pe**2 / 360
    var_num = plug**2 / 12 + a**2 * numerical_variance(pe, tau)
    assert abs(var_num / var - 1) < 1e-3
    width, width_num = np.sqrt(var), np.sqrt(var_num)
    molecular = np.sqrt(plug**2 / 12 + 2 * D * t)
    print(f"{label}: D = {D:.1e} A^2/s; U = {U:.1e} A/s; Pe = {pe:.1f}")
    print(f"{label}: transit time = {t:.3f} s; tau = {tau:.1f}")
    print(f"{label}: radial relaxation time = {relax:.3e} s")
    print(f"{label}: Pe^2/48 = {pe**2/48:.4f}")
    print(f"{label}: D_eff = {D_eff:.4e} A^2/s = {D_eff*ang**2:.4e} m^2/s")
    print(f"{label}: width sigma = {width:.4e} A = {width*ang:.4f} m")
    print(f"{label}: width from transport operator = {width_num:.4e} A")
    print(f"{label}: width with molecular D alone = {molecular:.4e} A")
    print(f"{label}: outlet duration sigma/U = {width/U:.4e} s")

print("all good")
```

Output:

```
Tests in reduced units
velocity profile, largest error / U: 3.7e-05
shear coefficient <v f>/U: 1/48; <f^2>: 1/720
first zero of J1: 3.8317; its square: 14.682
Pe = 1: number replacing 48, from eigenvalue: 48.000
Pe = 10: number replacing 48, from eigenvalue: 48.000
Pe = 200: number replacing 48, from eigenvalue: 48.000
early shear variance / (U^2 t^2/3), tau=0.001: 0.9925
Pe=200, tau=0.01: variance / (2 D_eff t) = 0.0759
Pe=200, tau=0.05: variance / (2 D_eff t) = 0.3030
Pe=200, tau=0.2: variance / (2 D_eff t) = 0.6846
Pe=200, tau=1.0: variance / (2 D_eff t) = 0.9334
Pe=200, tau=5.0: variance / (2 D_eff t) = 0.9867
random walk: 30000 walkers, 1000 steps, tau=1.0
random-walk variance / derived variance: 1.001
Pe=200, tau=5: deviation from Gaussian / peak = 0.0287
Pe=200, tau=20: deviation from Gaussian / peak = 0.0134
Pe=200, tau=80: deviation from Gaussian / peak = 0.0065
Pe at which both terms are equal: 6.928
radius: 2.0e+07 A; length: 2.0e+10 A; plug: 1.0e+09 A
dense: D = 1.0e+15 A^2/s; U = 1.0e+10 A/s; Pe = 200.0
dense: transit time = 2.000 s; tau = 5.0
dense: radial relaxation time = 2.724e-02 s
dense: Pe^2/48 = 833.3333
dense: D_eff = 8.3433e+17 A^2/s = 8.3433e-03 m^2/s
dense: width sigma = 1.8374e+09 A = 0.1837 m
dense: width from transport operator = 1.8375e+09 A
dense: width with molecular D alone = 2.9552e+08 A
dense: outlet duration sigma/U = 1.8374e-01 s
low-p: D = 1.0e+18 A^2/s; U = 1.0e+11 A/s; Pe = 2.0
low-p: transit time = 0.200 s; tau = 500.0
low-p: radial relaxation time = 2.724e-05 s
low-p: Pe^2/48 = 0.0833
low-p: D_eff = 1.0833e+18 A^2/s = 1.0833e-02 m^2/s
low-p: width sigma = 7.1879e+08 A = 0.0719 m
low-p: width from transport operator = 7.1879e+08 A
low-p: width with molecular D alone = 6.9522e+08 A
low-p: outlet duration sigma/U = 7.1879e-03 s
all good
```
